\section*{An ideality factor near one does not prove radiative recombination}

\section{A trap-limited film with the wrong signature}

A p-doped organic film, modelled below at one tenth of full sunlight, has an ideality factor of 1.008. Yet 91\,\% of its carriers recombine through traps. A value so close to one is easily taken as a sign that electrons and holes meet directly and emit light. Where does the one come from?

The belief has a sound starting point. Let $V$ be the separation of the electron and hole quasi-Fermi levels divided by $q$. With Boltzmann statistics the mobile densities obey
\begin{equation}
np=n_i^2e^{v},\qquad v=\frac{qV}{kT}.
\label{eq:np}
\end{equation}
The ideality factor compares the growth of voltage with that of the recombination rate $R$:
\begin{equation}
n_{\rm id}=\frac{dv}{d\ln R},\qquad v\gg1 .
\label{eq:def}
\end{equation}
In a uniform film at open circuit, $R$ equals the generation rate $G$, so $n_{\rm id}$ is the slope of $V$ against $\ln G$ in units of $kT/q$.

Direct recombination has the rate $R=k_d(np-n_i^2)$. For $v\gg1$ it grows as $e^v$, and $n_{\rm id}=1$. Deep traps in an undoped film give 2 if they hold little charge, as shown below. It is tempting to turn these two results into a meter: one for radiation, two for traps. But the first result says that radiation implies one, and the meter needs the converse.

\section{Trap capture from its elementary steps}

Let $N_t$ traps per volume, all at one energy, be filled with electrons to a fraction $f$. Electrons are captured at the rate $c_nnN_t(1-f)$ and emitted at $c_nn_1N_tf$. Holes are captured at $c_ppN_tf$ and emitted at $c_pp_1N_t(1-f)$. In equilibrium each capture process balances its own emission:
\begin{equation}
n_0(1-f_0)=n_1f_0,\qquad p_0f_0=p_1(1-f_0).
\end{equation}
Multiplying the two equations gives $n_1p_1=n_0p_0=n_i^2$. The emission coefficients are assumed to keep these values under light.

In steady state the net electron and hole captures are equal:
\begin{equation}
c_n[n(1-f)-n_1f]=c_p[pf-p_1(1-f)].
\end{equation}
Collecting the terms in $f$ gives
\begin{equation}
f=\frac{c_nn+c_pp_1}{S},\qquad 1-f=\frac{c_nn_1+c_pp}{S},
\end{equation}
with $S=c_n(n+n_1)+c_p(p+p_1)$. Insert these into the net electron capture:
\begin{align}
R&=\frac{N_tc_n}{S}\left[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)\right]\nonumber\\
&=\frac{N_tc_nc_p(np-n_i^2)}{S}.
\end{align}
The terms $c_nnn_1$ cancel. Dividing numerator and denominator by $N_tc_nc_p$, and defining $\tau_n=1/(c_nN_t)$ and $\tau_p=1/(c_pN_t)$, we obtain
\begin{equation}
R=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)} .
\label{eq:srh}
\end{equation}

Now let doping fix the mobile hole density at $p\simeq N_A$. This requires $n\ll N_A$ and little trapped charge. Suppose also that
\begin{equation}
\tau_p(n+n_1)+\tau_np_1\ll\tau_nN_A .
\label{eq:cond}
\end{equation}
The denominator of (\ref{eq:srh}) is then the constant $\tau_nN_A$. With $n_0=n_i^2/N_A$ and $n=n_0e^v$,
\begin{equation}
R=\frac{nN_A-n_i^2}{\tau_nN_A}=\frac{n-n_0}{\tau_n}
=\frac{n_i^2}{N_A\tau_n}\left(e^v-1\right).
\label{eq:limit}
\end{equation}
For $v\gg1$ this gives $n_{\rm id}=1$, although no photon appears anywhere in the derivation. Each event still consumes an electron and a hole, but a filled trap soon finds one of the abundant holes. The slow step is electron capture, and its rate is proportional to $n$, hence to $e^v$.

\section{How the value leaves one}

To follow the change with injection, take deep traps, so that $n_1$ and $p_1$ drop out, and neglect $n_i^2$ and trapped charge. Neutrality is then $p=N_A+n$, so $dp=dn$, and (\ref{eq:np}) gives
\begin{equation}
dv=\frac{dn}{n}+\frac{dp}{p}=\frac{n+p}{np}\,dn .
\end{equation}
The rate is $R=np/D$ with $D=\tau_pn+\tau_np$ and $dD=(\tau_n+\tau_p)dn$. Therefore
\begin{equation}
\frac1{n_{\rm id}}=\frac{d\ln(np)-d\ln D}{dv}
=1-\frac{(\tau_n+\tau_p)np}{(n+p)D}.
\end{equation}
Since $(n+p)D=\tau_pn^2+\tau_np^2+(\tau_n+\tau_p)np$, subtracting and inverting gives
\begin{equation}
n_{\rm id}=1+\frac{(\tau_n+\tau_p)np}{\tau_pn^2+\tau_np^2}.
\label{eq:closed}
\end{equation}

Without doping, $n=p$ and the fraction equals one for any pair of lifetimes, so $n_{\rm id}=2$. In the doped limit, with $a=\tau_p/\tau_n$, the leading correction is
\begin{equation}
n_{\rm id}\simeq1+(1+a)\frac{n}{N_A}.
\label{eq:first}
\end{equation}

The factor $a$ matters. Put $y=\sqrt a\,n/p$ in (\ref{eq:closed}):
\begin{equation}
n_{\rm id}=1+\left(\sqrt a+\frac1{\sqrt a}\right)\frac{y}{1+y^2}.
\end{equation}
The derivative of $y/(1+y^2)$ is proportional to $1-y^2$, so the maximum lies at $y=1$, or $n/p=1/\sqrt a$. For $a<1$ this point would need $n>p$, which the p-doped film never reaches; its ideality then only rises towards 2. For $a>1$ the point is reached while electrons are still the minority, and there
\begin{equation}
n_{\rm id,max}=1+\frac12\left(\sqrt a+\frac1{\sqrt a}\right).
\end{equation}
For $a=100$ the maximum is 6.05, at $n/p=0.1$. Hole capture has become the bottleneck: when $\tau_pn\gg\tau_np$ but $n\ll p$, the rate approaches $N_A/\tau_p$ and hardly grows with voltage. Low injection alone therefore does not guarantee a value near one; for these deep traps $\tau_pn\ll\tau_nN_A$ is needed too.

Auger recombination, $R=C(n+p)(np-n_i^2)$, makes the same point. For $v\gg1$ and fixed $p=N_A\gg n$ it becomes $CN_A^2n$, again with $n_{\rm id}=1$. At high injection, $n\simeq p$ gives $R\simeq2Cn^3$ while $e^v\propto n^2$, so $n_{\rm id}=2/3$. In the doped limit traps, direct recombination and Auger recombination share one slope; at high injection they give 2, 1 and 2/3.

\section{The film in numbers}

Take a 200\,nm film at 300\,K with $N_A=10^{17}$\,cm$^{-3}$ and $n_i=5.76\times10^{10}$\,cm$^{-3}$. It contains $10^{16}$\,cm$^{-3}$ electron traps, neutral when empty and 0.4\,eV deep, with $\tau_n=1$\,$\mu$s and $\tau_p=2$\,$\mu$s. The direct coefficient $k_d=10^{-12}$\,cm$^3$/s includes all direct recombination, whether or not a photon results. A photocurrent of 10\,mA/cm$^2$ sets the one-sun generation:
\begin{equation}
G=\frac{0.010}{(1.602\times10^{-19})(2.0\times10^{-5})}
=3.12\times10^{21}\ {\rm cm^{-3}\,s^{-1}} .
\end{equation}

At 0.1 sun the balance gives $n=2.85\times10^{14}$ and $p=1.003\times10^{17}$\,cm$^{-3}$. The direct rate is
\begin{equation}
k_dnp=2.86\times10^{19}\ {\rm cm^{-3}\,s^{-1}},
\end{equation}
which is 9.2\,\% of the generation. The traps take the rest. The voltage is
\begin{equation}
V=(25.85\ {\rm mV})\ln\frac{2.86\times10^{31}}{3.32\times10^{21}}=0.591\ {\rm V}.
\end{equation}
From 0.01 to 1 sun it rises from 0.532 to 0.653\,V, an average ideality of 1.02. The local value at one sun is 1.08.

Could the small direct share be producing the one? Switch it off at one sun, keeping the doping, traps and generation. Then $n/p=0.032$, and (\ref{eq:closed}) gives 1.096. As a test, the carrier and trap equations were integrated in time to steady state at generations a factor $e^{\pm0.05}$ around one sun. The slope between them is 1.101. Equation (\ref{eq:closed}) omits the trapped charge, which is 0.6\,\% of the doping here. Traps alone thus give a value near one.

Next restore the direct path and remove only the doping. At the same generation the ideality becomes 1.97 and the voltage 0.616\,V. The traps and both kinds of recombination coefficient are unchanged. In this comparison at one sun, the slope reports the doping. The undoped film is not the ideal case $n=p$, however: 45\,\% of its negative charge is trapped, $p/n=1.8$, and 1.97 lies near the top of a curve. At 0.1 sun the value is 1.67, mainly because 85\,\% of the negative charge then sits in the traps and $p$ is almost seven times $n$. At 10 suns it is 1.7, because the direct path has grown to 18\,\% of the rate.

A disordered film has a spread of trap levels, but this need not spoil the argument. With $p$ fixed and $c_nn$ small beside the other terms of $S$, each level contributes a rate linear in $n$, with a coefficient that depends on its depth. The sum is linear too. An exponential tail of $5\times10^{17}$\,cm$^{-3}$ traps, 50\,meV wide and with the same capture coefficients, gives 1.000 at $n=10^{13}$\,cm$^{-3}$ and 1.03 at one sun, without direct recombination.

\section{A real film and a real diode}

The parameters are rough values chosen to resemble a P3HT:PCBM blend doped by exposure to air, not a fit to a measured film. The doping is deliberately high, and the single trap level and its lifetimes are round model choices. With ten times less doping there are fewer holes, so the same generation needs a larger $n$. The ratio $n/N_A$ at one sun is then 0.46, (\ref{eq:first}) no longer applies, and the ideality rises to 1.69. With these lifetimes, a value near one at full sunlight needs the high doping. Gaussian disorder of 60\,meV in the electron levels changes $d\ln n/d(E_F/kT)$ from 1 to 0.9955, a shift of about half a percent in the slope if capture remains proportional to $n$. At 340\,K, with doping and capture coefficients held fixed, the one-sun ideality is still 1.08, while the voltage falls to 0.593\,V.

Contacts also disturb the result. Near the electron contact the bands bend, and somewhere $\tau_pn=\tau_np$. There the two terms of $D$ are equal, each $\sqrt{\tau_n\tau_pnp}$, so
\begin{equation}
R=\frac{\sqrt{np}}{2\sqrt{\tau_n\tau_p}}\propto e^{v/2},
\end{equation}
a local ideality of 2. For a built-in voltage of 0.8\,V and flat quasi-Fermi levels, this region adds 46\,\% of the total recombination at the voltage the film has at 0.01 sun, and the diode's ideality is 1.27. At the one-sun voltage the share is 5\,\% and the ideality 1.14. These figures illustrate the effect but do not predict its size in a real diode. For an electron mobility of $10^{-3}$\,cm$^2$/Vs the diffusion length is only about 50\,nm, a quarter of the film thickness, so the electron level does not stay flat. Solving the drift-diffusion equations at open circuit with this mobility raises the ideality at the same two voltages to about 1.4 and 1.25. Recombination at the contact surfaces is also left out. The values near 1.0 belong to the neutral film, and a contacted device can depart from them, most strongly here at low light.

\section{What the slope can say}

A value near one says that the total rate grows nearly in proportion to $np$. Direct recombination does this, and so does trap capture when doping supplies one of the carriers and capture of the other is the slow step. Even a proof that recombination is direct would not prove that it emits light, since a direct event may also release its energy as heat.

Nor does luminescence that rises linearly with light intensity settle the matter. If the emission $\Phi$ is proportional to $np$, then at steady state
\begin{equation}
\frac{d\ln\Phi}{d\ln G}=\frac{dv}{d\ln R}=n_{\rm id}.
\end{equation}
The exponent repeats the information in the voltage slope. What tells light-emitting from dark recombination is the absolute number of photons emitted per recombination event. If trap capture emits none, that number cannot exceed 0.10 in the doped film at one sun, even if every direct event emits a photon, while the ideality factor is 1.08. The parameters and the main values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Temperature 300 K, kT/q 25.85 mV, gap 1.1 eV
States per band 1.0e+20, intrinsic density 5.76e+10 cm^-3
Doping 1.0e+17, trap density 1.0e+16 cm^-3
Trap depth 0.4 eV, relative permittivity 3.5
Capture coefficients: electron 1.0e-10, hole 5.0e-11 cm3/s
Lifetimes: electron 1.00, hole 2.00 us
Direct coefficient 1.0e-12 cm3/s
Thickness 200 nm, photocurrent 10 mA/cm2
One-sun generation 3.121e+21 cm^-3 s^-1
Doped film, traps plus direct recombination:
 0.01 sun: n 2.839e+13, p 1.0003e+17 cm^-3, V 0.5317 V
   ideality 1.0008, direct share 9.10 %
   diode at this V: ideality 1.269, junction share 45.7 %
 0.1 sun: n 2.852e+14, p 1.0034e+17 cm^-3, V 0.5914 V
   ideality 1.0082, direct share 9.17 %
   diode at this V: ideality 1.141, junction share 21.3 %
 1.0 sun: n 2.975e+15, p 1.0352e+17 cm^-3, V 0.6529 V
   ideality 1.0811, direct share 9.87 %
   diode at this V: ideality 1.142, junction share 4.9 %
Average ideality, 0.01 to 1 sun: 1.0176
Doped film, traps only, one sun:
 n 3.321e+15, p 1.0392e+17, trapped 6.01e+14 cm^-3
 ideality: time integration 1.1009, closed form 1.0957
Rate over n/tau_n at n = 1e13 cm^-3: 0.99942
Undoped film, one sun:
 ideality, traps only, no trapped charge: 2.0000
 ideality, trapped charge and direct path: 1.9708
 n 6.410e+15, p 1.164e+16 cm^-3, V 0.6162 V
Ideality in doped limit / high injection (limits of the formulas):
 trap: 1.0003 / 2.0000
 direct: 1.0000 / 1.0000
 Auger: 0.9998 / 0.6667
Hole/electron lifetime ratio 100: peak ideality 6.050 at n/p 0.100
Tail of traps: density 5.0e+17 cm^-3, width 50 meV
 ideality 1.0001 at n = 1e13 cm^-3, 1.0281 at one sun
 one sun: n 2.00e+15 cm^-3, trapped charge/doping 0.61 %
Diode built-in voltage 0.8 V, contact n 9.12e+17 cm^-3
Electron mobility 1e-03 cm2/Vs, diffusion length 51 nm
Gaussian width 60 meV: d ln n/d(E_F/kT) 0.9955
At 340 K, one sun: V 0.5933 V, ideality 1.0811
\end{verbatim}
